Impurity Hopping: Resistivity Exponent from the Continuum Percolation Threshold

**Definitions and conventions**

Impurities occupy independent random positions with density N in three dimensions. Each carries one spinless localized state of energy ε_i, and μ is the equilibrium chemical potential. Electrons hop by exchanging phonons with a lattice at temperature T. The state envelopes decay as exp(-r/a), so a rate, which is quadratic in the overlap, carries exp(-2r/a). The rate from occupied site i to empty site j is taken as

w_ij = γ_ij min{1, exp[-(ε_j - ε_i)/kT]},  γ_ij = γ0 exp(-2r_ij/a).

The constant γ0 contains the electron-phonon coupling. The rates obey detailed balance, w_ij/w_ji = exp[-(ε_j - ε_i)/kT]. Let

ℓ = N^(-1/3),  x = ℓ/a = 1/(N^(1/3)a),  R0 = kT/(e²γ0).

Join every pair of impurities closer than r. The critical distance r_c is the value of r above which an infinite connected cluster exists. By scaling, r_c/ℓ is a pure number. The mean number of neighbours within r_c is

B_c = (4π/3)N r_c³,  hence  r_c = [3B_c/(4πN)]^(1/3).

Two properties of continuum percolation are used as inputs. (P1) For r < r_c, the probability that a cluster has diameter above D decays exponentially in D. (P2) For r > r_c, a network with equal resistors on all joined pairs has positive conductivity.

**Theorem.** Let the occupations of different sites factorize, let the bias be weak, and let |ε_i - μ| ≤ W/2 with W/kT and R0 fixed. Then, as N^(1/3)a → 0,

ln[ρ/(R0 a)] / x → α,  α = 2r_c/ℓ = 2[3B_c/(4π)]^(1/3) ≈ 1.73.

The leading density dependence is therefore exp[1.73/(N^(1/3)a)]. Thermal activation and algebraic prefactors multiply this exponential. They drop out of the limit, but not out of the resistivity at a given density.

**Lemma 1 (Miller-Abrahams resistors).** To linear order in the bias, the electric current from i to j is

I_ij = (V_i - V_j)/R_ij,  1/R_ij = e²Γ_ij/kT,

where Γ_ij = f_i(1 - f_j)w_ij is the equilibrium hop flux, f_i is the Fermi occupation, and -eV_i is the local shift of the electrochemical potential.

Proof. Let the field shift ε_i by u_i, and let the local electrochemical potential be μ + m_i. The occupation n_i then satisfies

n_i/(1 - n_i) = exp[-(ε_i + u_i - μ - m_i)/kT].

The ratio of the forward flux n_i(1 - n_j)w_ij to the backward flux n_j(1 - n_i)w_ji is

[n_i/(1 - n_i)] [(1 - n_j)/n_j] (w_ij/w_ji).

The first two factors give exp[(ε_j + u_j - m_j - ε_i - u_i + m_i)/kT]. Detailed balance for the shifted energies gives exp[-(ε_j + u_j - ε_i - u_i)/kT]. The energies cancel, leaving exp[(m_i - m_j)/kT]. The net particle flux is

J_ij = n_j(1 - n_i)w_ji {exp[(m_i - m_j)/kT] - 1}.

The brace is already linear in the bias, so the factor before it may take its equilibrium value Γ_ji. With m_i = m_j the two fluxes are equal, so Γ_ji = Γ_ij. Thus J_ij = Γ_ij(m_i - m_j)/kT. Electrons carry charge -e and m_i = -eV_i, so I_ij = -eJ_ij = e²Γ_ij(V_i - V_j)/kT. In a steady state the currents at each site sum to zero, which is Kirchhoff's law. ∎

**Remark on factorization.** The true flux contains ⟨n_i(1 - n_j)⟩, not a product of averages. For equal energies and no field, w_ij = w_ji = γ_ij, and the pair average cancels:

γ_ij[⟨n_i(1 - n_j)⟩ - ⟨n_j(1 - n_i)⟩] = γ_ij(⟨n_i⟩ - ⟨n_j⟩).

A weak field changes the rates at first order. That change multiplies pair averages, which to this order take their equilibrium, factorized values. The resistor network is then exact in linear response. For unequal energies the cancellation fails.

A cluster of six sites between two contacts was solved with the master equation for all 64 occupation patterns, at a bias of 10⁻⁴ kT. For equal energies the ratio of many-body to network current was 0.99998. For energies drawn within 2 kT of μ it was 0.995, an error of about half a percent in this cluster. This is typical of such clusters but is not a bound: single clusters deviate by a few percent, and by ten percent or more when the rates are more widely spread. The factorized nonlinear rate equations for the same energies gave 0.99999 of the network current, as Lemma 1 requires.

**Lemma 2 (the exponent of one resistor).** Define

ε_ij = (|ε_i - μ| + |ε_j - μ| + |ε_i - ε_j|)/2.

Then Γ_ij = c_ij γ_ij exp(-ε_ij/kT) with 1/4 ≤ c_ij ≤ 1.

Proof. Write p = (ε_i - μ)/kT and q = (ε_j - μ)/kT. Then

Γ_ij/γ_ij = exp[-max(q - p, 0)] / {[1 + exp(p)][1 + exp(-q)]}.

For any real y, 1 + exp(y) = exp[max(y, 0)][1 + exp(-|y|)]. Using this twice gives the total exponent

-[max(p, 0) + max(-q, 0) + max(q - p, 0)].

Since max(y, 0) = (|y| + y)/2, the bracket equals

(|p| + p + |q| - q + |q - p| + q - p)/2 = (|p| + |q| + |q - p|)/2 = ε_ij/kT.

What remains is c_ij = 1/{[1 + exp(-|p|)][1 + exp(-|q|)]}. Each bracket lies between 1 and 2. ∎

The resistors are therefore

R_ij = (R0/c_ij) exp(ξ_ij),  ξ_ij = 2r_ij/a + ε_ij/kT.

If p and q have the same sign, ε_ij is the larger of |ε_i - μ| and |ε_j - μ|. If the signs differ, it is |ε_i - μ| + |ε_j - μ|. In the theorem, therefore, 0 ≤ ε_ij ≤ W.

**Lemma 3 (minimum dissipation).** Measure lengths in ℓ and conductances in 1/R0, and let the g_ij be dimensionless conductances. In a large periodic box with n sites and a unit field along one axis, the dimensionless conductivity is

s = (1/n) min over v of Σ_(i<j) g_ij(X_ij + v_i - v_j)².

Here X_ij is the separation along the field axis and v_i is the departure of the potential from uniform slope. The resistivity is ρ = R0ℓ/s. Raising any g_ij cannot lower s.

Proof. Setting the derivative with respect to v_i to zero gives Σ_j g_ij(X_ij + v_i - v_j) = 0, which is Kirchhoff's law. The sum is a convex quadratic form, so this stationary point is a minimum. Its value is the dissipated power, which in unit field equals s times the volume, and the volume is n at unit density. For every fixed v the sum grows with each g_ij, so its minimum cannot fall. A conductance 1/R0 across a cube of side ℓ means a conductivity 1/(R0ℓ), which gives ρ. ∎

**Corollary (what averaging the rates gives).** Take equal energies and drop the constant c_ij, so that g = exp(-2xr). The trial choice v = 0 yields an upper bound on s. Counting each pair once, and using 1/3 as the angular average of (X/r)²,

s ≤ (1/2)(4π/3)∫₀^∞ r⁴ exp(-2xr) dr = (2π/3) · 24/(2x)⁵ = 16π/(2x)⁵.

This is the conductivity of a carrier whose successive hops are independent, in the spirit of a Boltzmann collision average. It falls only as a power of x. The average is dominated by close pairs, between which an electron hops back and forth without crossing the sample. The potentials v_i restore current continuity and suppress that spurious contribution. At x = 8.50 averaging gives ln(1/s) = 10.25, whereas solved networks give a mean of 16.60.

**Proof of the theorem**

First take equal energies and g = exp(-2xr), with r in units of ℓ.

*Upper bound on ρ.* Choose r₂ > r_c and delete all bonds longer than r₂. Replace each remaining conductance by the smaller value exp(-2xr₂). By Lemma 3 neither change raises s. Hence

s ≥ exp(-2xr₂) s₂,

where s₂ is the conductivity with unit conductances on all bonds shorter than r₂. It is positive by (P2) and does not depend on x.

*Lower bound on ρ.* Choose r₁ < r_c. Bonds shorter than r₁ form finite clusters. As a trial potential, make the total potential constant on each cluster and equal to the uniform-field value at one of its sites. Bonds shorter than r₁ then dissipate nothing. A longer bond between clusters of diameters D_i and D_j has a potential drop of at most r + D_i + D_j. For x ≥ 1 and r ≥ r₁,

xr = xr₁ + x(r - r₁) ≥ xr₁ + (r - r₁),

so g ≤ exp(-2xr₁) exp[-2(r - r₁)]. Lemma 3 gives

s ≤ exp(-2xr₁) C₁,
C₁ = (1/n) Σ_(r_ij>r₁) exp[-2(r_ij - r₁)](r_ij + D_i + D_j)².

The exponential makes the sum over distant sites converge. By (P1) all moments of the diameters are finite, so C₁ has a finite limit for a large box. It does not depend on x.

Together the bounds read

2r₁ - (ln C₁)/x ≤ (1/x) ln(1/s) ≤ 2r₂ - (ln s₂)/x.

Let x → ∞ first, and then let r₁ and r₂ approach r_c. The limit of ln(1/s)/x is 2r_c/ℓ in ordinary units.

Now restore the energies. By Lemma 2 each conductance is multiplied by a factor between (1/4)exp(-W/kT) and 1. By Lemma 3, ln(1/s) rises by at most ln 4 + W/kT, which vanishes after division by x. Finally ρ/(R0 a) = x/s, because ℓ = ax, and (ln x)/x → 0. ∎

The order of limits has a physical counterpart. Bonds much shorter than r_c are good conductors, but they do not connect across the sample. Bonds much longer than r_c are bypassed. The hardest step that cannot be avoided has length r_c, and it sets the exponent.

**The numerical constant**

The value of r_c was found from random points in periodic cubes, as the bond length at which a connected path first winds around the box along one chosen axis. In a box of n points, finite-size scaling makes both the shift of the mean threshold and the sample-to-sample width proportional to n^(-1/(3ν)), where ν is the correlation-length exponent. The mean is then linear in the width, and zero width gives the infinite system. For 500, 1500 and 4000 points the means were 0.888, 0.881 and 0.877 ℓ, with widths 0.030, 0.018 and 0.0125 ℓ. The extrapolation gives

r_c = (0.870 ± 0.003)ℓ,  B_c = 2.76,  α = 1.739 ± 0.006.

The uncertainties are statistical standard errors and do not cover departures from the linear law. The constant 1.73 lies about 1.7 standard errors below this α. The accepted value B_c ≈ 2.735 gives α ≈ 1.735, between the two. The widths give ν = 0.79 ± 0.07, against an accepted value near 0.88.

**Remark on the prefactor.** Bonds with ξ within a few units of ξ_c = 2r_c/a set the resistance of the current paths. This is a fractional distance of order 1/ξ_c from the threshold, where the percolation network has a mesh of order r_c ξ_c^ν. One resistor of order R0 exp(ξ_c) per mesh then suggests ρ ~ R0 r_c ξ_c^ν exp(ξ_c). Since r_c/ℓ is a pure number, this means 1/s = ρ/(R0ℓ) ∝ ξ_c^ν exp(ξ_c). This is a scaling argument, not part of the proof.

Kirchhoff's equations were solved for eight networks of 1500 sites with equal energies. Between x = 8.50 and x = 16 the mean ln(1/s) rises from 16.60 to 30.05, a slope of 1.793. The suggested prefactor accounts for

0.79 × ln(16/8.50)/(16 - 8.50) = 0.067,

which leaves 1.727. The test required agreement with α within 0.12.

The closeness is partly a cancellation. When each sample's own threshold is used, the remaining power of x is 0.50, not 0.79. It accounts for a slope of 0.042 and leaves 1.751, so the mean threshold of these eight finite boxes is 0.875 ℓ, slightly above r_c. The calculation supports the exponent and a weak algebraic prefactor. It does not confirm the power ν, and the small boxes may be the reason.

The roles of short and long bonds were tested in one sample at x = 11.54. Cutting every bond whose exponent exceeds the sample's critical one by more than 5 changed ln ρ by +0.014. Turning every bond more than 5 below it into a near-perfect conductor changed ln ρ by -0.010. Both changes are small beside ln(1/s) ≈ 22.

**Proposition (first-order effect of site energies).** Let the energies be independent of position. If the critical number of bonds per site stays at B_c, then to first order

ξ_c = 2r_c/a + ⟨ε_ij⟩/kT.

Proof. A pair is joined at level ξ if r < (a/2)(ξ - ε_ij/kT). The mean number of bonds per site is therefore

B(ξ) = (4π/3)N(a/2)³ ⟨(ξ - ε_ij/kT)³⟩.

To first order the average is ξ³ - 3ξ²⟨ε_ij⟩/kT, which equals (ξ - ⟨ε_ij⟩/kT)³ to the same order. Setting B = B_c gives ξ - ⟨ε_ij⟩/kT = 2r_c/a. ∎

For energies uniform over a width W centred on μ, ⟨|ε_i - μ|⟩ = W/4. The difference t = |ε_i - ε_j| has density 2(W - t)/W², so its mean is

(2/W²)(W³/2 - W³/3) = W/3.

Hence ⟨ε_ij⟩ = (W/4 + W/4 + W/3)/2 = 5W/12. The exponential part of the resistivity gains the factor exp(5W/12kT), an activation law of nearest-neighbour hopping. The total rise above the value for equal energies at μ is smaller, because the factors c_ij increase from 1/4 towards 1 as the energies spread. The premise of constant B_c ignores correlations between bonds that share a site. The comparison in the example tests this premise and the truncation at first order together.

The expansion loses accuracy as W/kT approaches and exceeds αx. Longer hops to sites of better matched energy then become favourable, and variable-range hopping gradually replaces the law.

**Proposition (one anisotropic valley).** If the envelope decays as exp{-[(X² + Y²)/a_t² + Z²/a_l²]^(1/2)}, the theorem holds with a = (a_t² a_l)^(1/3), for current in any direction.

Proof. Rescale X and Y by a/a_t and Z by a/a_l. The product of the factors is a³/(a_t² a_l) = 1, so the points remain independent and random with density N. The exponent becomes r/a in the new coordinates, where r_c is unchanged. Rescaling a conductivity tensor multiplies its components by constants, which do not affect the limit. ∎

**Example: arsenic donors in silicon at 20 K**

Rough typical inputs are a binding energy E_b = 54 meV, masses m_t = 0.19 and m_l = 0.92 electron masses, and relative permittivity 11.7. Outside the donor core, a state bound by E_b decays with length ħ/(2mE_b)^(1/2). This gives a_t = 1.93 nm and a_l = 0.88 nm, and

a = (1.927² × 0.876)^(1/3) = 1.48 nm.

For N = 5×10¹⁷ cm⁻³ the spacing is ℓ = 12.60 nm, so x = 12.60/1.482 = 8.50. The critical hop is 0.870 × 12.60 = 11.0 nm, and the exponent is 1.739 × 8.50 = 14.8. For N = 2×10¹⁷ cm⁻³ the spacing is 17.10 nm, the critical hop 14.9 nm and the exponent 20.1.

At fixed T, R0 and a, and with equal site energies, the exponential alone makes the dilute sample about 200 times more resistive. The solved networks, with ρ = R0ℓ/s, give

ln(ratio) = 22.10 - 16.60 + ln(17.10/12.60) = 5.81,

a ratio of about 330. This value depends on the box and the samples: boxes of 2000 and 6000 sites give about 365 and 350, so it is good to roughly ten percent. The algebraic factors matter even when the exponent is right.

Both densities are well below the rough value of 10¹⁹ cm⁻³ at which arsenic-doped silicon becomes metallic. Hopping also needs empty donors, which compensating acceptors supply. Real donors depart from the isotropic, equal-energy model in several ways. Three that change the ratio appreciably are estimated here.

- Silicon has six valleys. Letting each pair use the slowest decay among the three valley axes, without interference between valleys, lowers the threshold to 0.836 of the isotropic one in boxes of 1500 points (about 0.83 in larger boxes, which would enlarge the shifts below by about 0.1). The exponent falls by 2.45 at the higher density and, in proportion to ℓ, by 3.3 at the lower.
- Charged impurities spread the energies. Taking W as the Coulomb energy at one spacing gives 9.8 meV. At kT = 1.723 meV, 5W/12kT is 2.36, and percolation with random energies gives 2.24, five percent less. Solving B(ξ) = B_c without expanding gives 2.29, so more than half of this gap comes from the higher-order terms of the expansion rather than from a change of B_c. At the lower density W scales to 7.2 meV and the first-order term to 1.74.
- The overlap energy (transfer integral) of two hydrogenic states contains an extra factor r/a, so the rate, which is quadratic in it, contains (r/a)². At the critical hop this changes ln ρ by -2 ln(r_c/a) = -4.61 at the lower density. One solved network gave -4.69. Between the two densities the estimate differs by 2 ln(17.10/12.60) = 0.61. This holds for hydrogenic states. The arsenic level is deeper, and outside the core its envelope varies roughly as r^(n-1)exp(-r/a), with n = a/a_B ≈ 0.77, where a_B = 1.93 nm is the effective Bohr radius for the mean mass (m_t² m_l)^(1/3). The power of r in the rate is then 4n - 2 ≈ 1.1 instead of 2, and the difference between the densities falls to about 0.3.

If these corrections are simply added, ln(ratio) becomes 5.81 - 0.87 - 0.62 - 0.61 = 3.7, and the ratio drops from about 330 to about 40. The valley anisotropy is the largest of the three. The addition is only approximate: networks solved with all three effects at once give a ratio nearer 50, and about 55 when the factors c_ij are kept. With the weaker overlap factor of arsenic the same addition gives about 50. These figures are rough estimates within the model, uncertain by at least some tens of percent, and not measured values; they leave out the change of c_ij with energy, filling away from the band centre and valley interference.

The temperature window follows from comparing exponents, with prefactors ignored. Band conduction, activated by E_b, overtakes hopping when E_b/kT = αx + 5W/12kT, near 39 K at the higher density. Variable-range hopping is expected near W/k = αxT, at about 8 K. The valley correction and the hydrogenic overlap factor together lower the exponent by about 6.5, which raises both temperatures, the second to about 14 K. The choice of 20 K still lies between them. Linear response requires the energy gained from the field E in one critical hop, eEr_c, to stay well below kT. The two are equal at about 1600 V/cm. The bonds that limit the current carry more than the average voltage drop, about two to three times eEr_c in solved networks at this density, so for these bonds the energy gain already reaches kT near 500 to 900 V/cm, and linear response needs fields well below that. The overlap energy at the critical hop, estimated from the hydrogenic form (2/3)[e²/(4πε₀ε_r a)](r_c/a)exp(-r_c/a) with ε_r = 11.7, is 0.25 meV, far below the 9.8 meV spread, which is consistent with localized states and incoherent hops.

An absolute resistivity would require γ0, and hence the electron-phonon coupling. The theorem fixes how steeply ρ rises on dilution, not its scale. The numerical output follows.

Computed values

```
many-body/network current, equal energies: 0.99998
factorized/network current, energies within 2 kT: 0.99999
many-body/network current, energies within 2 kT: 0.9949
flux/(gamma exp(-eps_ij/kT)), min and max: 0.302 1.000
500 points, 300 samples: threshold mean 0.8882, width 0.0302 N^(-1/3)
1500 points, 160 samples: threshold mean 0.8808, width 0.0181 N^(-1/3)
4000 points, 110 samples: threshold mean 0.8774, width 0.0125 N^(-1/3)
r_c extrapolated: 0.8697 +- 0.0028 N^(-1/3)
bonds per site B_c: 2.756
alpha = 2 r_c N^(1/3): 1.739 +- 0.006
correlation-length exponent nu: 0.79 +- 0.07
Kirchhoff networks: 8 samples of 1500 sites
x = 5.00: ln rho network 10.01, averaged rates 7.60, alpha x 8.70
x = 8.50: ln rho network 16.60, averaged rates 10.25, alpha x 14.79
x = 11.54: ln rho network 22.10, averaged rates 11.78, alpha x 20.08
x = 16.00: ln rho network 30.05, averaged rates 13.41, alpha x 27.83
slope of ln rho, x from 8.50 to 16: 1.793
same slope less the nu ln x prefactor: 1.727
effective prefactor power in these samples: 0.50
ln rho change, bonds above critical exponent + 5 cut: +0.014
ln rho change, bonds below critical exponent - 5 shorted: -0.010
Si:As rough inputs: binding 54 meV, m_t 0.19, m_l 0.92, eps_r 11.7
temperature 20 K, kT 1.723 meV
decay lengths: transverse 1.927, longitudinal 0.876, mean 1.482 nm
densities: 5.0e+17 and 2.0e+17 cm^-3
spacings N^(-1/3): 12.60 and 17.10 nm
N^(1/3) a: 0.1176 and 0.0866
critical hop length: 10.96 and 14.87 nm
exponents alpha/(N^(1/3) a): 14.79 and 20.08
resistivity ratio, exponential alone: 197
resistivity ratio, solved networks: 332
neglected effects (higher density unless stated):
one-valley / isotropic threshold: 0.990
six-valley / isotropic threshold: 0.836
six-valley change of exponent: -2.45
Coulomb energy width: 9.77 meV
energy term in exponent: percolation 2.24, mean 2.36
hydrogenic overlap factor, ln rho change at lower density: -4.69
estimate -2 ln(r_c/a) at lower density: -4.61
overlap energy at critical hop: 0.251 meV
field where e E r_c = kT: 1573 V/cm
band conduction takes over near (exponents only): 39 K
variable-range hopping sets in near: 7.7 K
```
